In a simulated silicon crystal, the pull rate is doubled and the first 12 cm behind the melt interface are followed for 400 minutes. In that time, net of thermal generation, $1.87\times10^{16}$ vacancies per cm² of cross-section recombine with as many self-interstitials. Over the same period the inventory of vacancies minus interstitials rises by only $9.49\times10^{14}$ cm⁻², about one twentieth of that number. The sign of the difference between vacancies and interstitials decides which kind of defect the crystal keeps. A numerical method must therefore preserve a small difference while a much larger, and much faster, loss acts on both species.

## One cell by hand

Take one closed cell with vacancy concentration $C_V$ and interstitial concentration $C_I$, in arbitrary units. Recombination removes one of each, and thermal generation creates one of each:

$$\dot C_V=\dot C_I=-R,\qquad R=k(C_VC_I-P),$$

where $P$ is the equilibrium product. Subtraction gives $\dot\Delta=0$ for $\Delta=C_V-C_I$.

Let $P=4$, $C_V=5$, $C_I=2$, so that $\Delta=3$. At equilibrium $C_I(C_I+3)=4$, whose positive root is $C_I=1$, and then $C_V=4$. Each species has lost 1.

Now take one backward Euler step of length $\delta t$ with $\kappa=k\,\delta t=1$. Since $C_V=C_I+3$ still holds,

$$C_I-2+\left[C_I(C_I+3)-4\right]=0\;\Rightarrow\; C_I^2+4C_I-6=0,$$

so $C_I=-2+\sqrt{10}=1.162$ and $C_V=4.162$. Each species has lost 0.838, and the step is on its way to equilibrium.

It is tempting to avoid the quadratic by using the old value of the partner in each equation:

$$C_V'=\frac{C_V+\kappa P}{1+\kappa C_I},\qquad C_I'=\frac{C_I+\kappa P}{1+\kappa C_V}.$$

For $\kappa\to\infty$ these give $C_V'=4/2=2$ and $C_I'=4/5=0.8$. The vacancies have lost 3 and the interstitials 1.2, so $\Delta$ has dropped from 3 to 1.2. The two equations used different recombination rates.

A second failure appears when the cell starts at equilibrium, $(4,1)$, and transport removes 3 vacancies during the step. The correct balance is $\Delta=0$, and fast reaction then gives $(2,2)$, since $2\times2=4$. The lagged formula gives instead

$$C_V'=\frac{4-3+4\kappa}{1+\kappa}=4-\frac{3}{1+\kappa}.$$

For large $\kappa$ the removal is almost erased, and the cell stays near $(4,1)$.

## Unknowns that suit the reaction

The cure is to compute with the conserved quantity itself and with the departure from equilibrium,

$$\Delta=C_V-C_I,\qquad \eta=\frac{C_VC_I}{P}-1 .$$

The reaction rate is now linear, $R=kP\eta$. In the step with $\kappa=1$, the product, from the unrounded values, is $C_VC_I=4.838$, so $\eta=0.2094$ and $\kappa P\eta=0.838$, the loss found above.

To recover the concentrations, let $S=C_V+C_I$. Because $(C_V+C_I)^2=(C_V-C_I)^2+4C_VC_I$,

$$S=\sqrt{\Delta^2+4P(1+\eta)},\quad C_V=\frac{S+\Delta}{2},\quad C_I=\frac{S-\Delta}{2}.$$

Both are positive whenever $\eta>-1$. When one species dominates, the smaller concentration is a difference of nearly equal numbers. It is therefore computed as $P(1+\eta)$ divided by the larger one.

Newton's method needs the derivatives. From $\partial S/\partial\Delta=\Delta/S$ and $\partial S/\partial\eta=2P/S$,

$$\frac{\partial C_V}{\partial\Delta}=\frac{C_V}{S},\quad
\frac{\partial C_I}{\partial\Delta}=-\frac{C_I}{S},\quad
\frac{\partial C_V}{\partial\eta}=\frac{\partial C_I}{\partial\eta}=\frac PS .$$

The stiffness can be read from the Jacobian of the reaction terms in $(C_V,C_I)$. Both of its rows are $(-kC_I,\,-kC_V)$. Its determinant is zero and its trace is $-k(C_V+C_I)$, so its eigenvalues are 0 and $-k(C_V+C_I)$. The zero belongs to the conserved $\Delta$, and the other sets the relaxation time $\tau=1/[k(C_V+C_I)]$.

## The growing crystal

Let $z$ be the distance from the interface into the crystal. In the frame of the interface the solid moves towards larger $z$ at the pull rate $V$. For $X=V,I$,

$$\frac{\partial C_X}{\partial t}+\frac{\partial F_X}{\partial z}=-R,\qquad F_X=VC_X-D_X\frac{\partial C_X}{\partial z}.$$

Subtracting the two equations and integrating from 0 to $L$ gives

$$\frac{d}{dt}\int_0^L\Delta\,dz=F_\Delta(0)-F_\Delta(L),\qquad F_\Delta=F_V-F_I .$$

Recombination conserves $\Delta$ locally, but the inventory of an open crystal still changes through its ends.

The model is axial. It leaves out clusters, impurities, drift in the temperature gradient and the lateral surface. The temperature profile is held fixed through the step, with interface gradient $G$:

$$\frac1T=\frac1{T_m}+\frac{Gz}{T_m^2}.$$

An activated quantity with energy $E$ then varies as $\exp[-EGz/(k_BT_m^2)]$. Both species are at equilibrium at $z=0$, and their diffusive fluxes vanish at $z=L$.

**Space.** Divide the window into cells of width $h$. At the face between cells $j$ and $j+1$ use

$$F_X=V\frac{C_{X,j}+C_{X,j+1}}2-D_X\frac{C_{X,j+1}-C_{X,j}}h .$$

The first cell centre lies $h/2$ from the interface, so the inflow is $VC_X(0)-2D_X[C_{X,1}-C_X(0)]/h$. The outflow is $V$ times the last cell value. Each interior flux leaves one cell and enters the next, so it cancels in the sum over cells. Central averaging keeps the proper sign of the neighbour coefficients if $Vh/D_X<2$.

**Time.** For $\dot y=f(y)$ take two implicit stages:

$$y_1=y_n+\gamma\,\delta t\,f(y_1),$$
$$y_{n+1}=y_n+(1-\gamma)\delta t\,f(y_1)+\gamma\,\delta t\,f(y_{n+1}).$$

To choose $\gamma$, apply them to $f=\lambda y$ with $x=\lambda\,\delta t$. The first stage gives $y_1=y_n/(1-\gamma x)$, and the second then gives

$$\frac{y_{n+1}}{y_n}=\frac{1+(1-2\gamma)x}{(1-\gamma x)^2}=1+x+(2\gamma-\gamma^2)x^2+\dots$$

Agreement with $e^x$ to second order requires $2\gamma-\gamma^2=\tfrac12$, so $\gamma=1-1/\sqrt2$ is the root below 1. As $x\to-\infty$ the ratio tends to zero, so a fast reaction mode is damped even when $\delta t\gg\tau$.

**Each stage.** Both stages have the same form. Let $a=\gamma\,\delta t$, let $b_\Delta,b_I$ be the known parts, and let $\mathcal L_XC_X$ be the discrete flux divergence. Solve

$$\Delta-b_\Delta+a(\mathcal L_VC_V-\mathcal L_IC_I)=0,$$
$$C_I-b_I+a(\mathcal L_IC_I+kP\eta)=0 .$$

In the first stage the known parts are the old values. In the second, $f(y_1)=(y_1-y_n)/(\gamma\,\delta t)$ makes them $y_n+\frac{1-\gamma}{\gamma}(y_1-y_n)$. The reaction was removed from the first equation before discretization, so no large terms have to cancel there.

Write $c_X$ and $w$ for the diagonal matrices of $C_X/S$ and $P/S$, and let $\mathcal L_X$ below denote its linear part, without the fixed boundary value. The chain rule gives the Newton matrix

$$\begin{pmatrix}1+a(\mathcal L_Vc_V+\mathcal L_Ic_I)& a(\mathcal L_V-\mathcal L_I)w\\-(1+a\mathcal L_I)c_I&(1+a\mathcal L_I)w+akP\end{pmatrix}.$$

Dividing the second row by $w+akP$ removes its large scale. With $\Delta$ and $\eta$ interleaved cell by cell, the matrix has three bands on each side of the diagonal. An update of $\eta$ is limited so that $1+\eta$ stays positive. The steady state before the step is found with backward Euler steps of growing length.

**Ledger.** Summing the first equation over cells gives

$$h\sum_j(\Delta_j^{n+1}-\Delta_j^n)=\delta t\left[(1-\gamma)B_1+\gamma B_2\right],$$

where $B=F_\Delta(0)-F_\Delta(L)$ is taken at each stage. Closure shows that the balance is conserved. It doesn't show that the profile is accurate, because a coarse grid can close the same ledger.

## Fast recombination and the critical rate

When $\tau$ is much shorter than the transport times, $\eta\to0$. Both concentrations then follow from $\Delta$ and $P(z)$, and one nonlinear transport equation for $\Delta$ remains.

If the diffusivities are constant and the crystal is long, this equation has a simple closed steady solution at one particular pull rate. Let $E$ be the mean of the two formation energies. Since $P\propto\exp[-2EGz/(k_BT_m^2)]$, the profiles

$$C_X=C_X(0)e^{-z/\ell},\qquad \ell=\frac{k_BT_m^2}{EG},$$

have the product $P$. Their gradients are $-C_X/\ell$, so

$$F_\Delta=e^{-z/\ell}\left\{V[C_V(0)-C_I(0)]+\frac{D_VC_V(0)-D_IC_I(0)}\ell\right\}.$$

A steady state needs $F_\Delta$ independent of $z$, so the bracket must vanish:

$$V_c=\frac{D_IC_I(0)-D_VC_V(0)}{\ell\,[C_V(0)-C_I(0)]}.$$

Far from the interface, where diffusion has become negligible, $F_\Delta=V\Delta$. The sign of the flux is then the sign of the surviving balance. In the regime used here, where vacancies are more numerous at melting but interstitials diffuse faster, fast growth carries in a vacancy excess. Slow growth leaves time for interstitials to diffuse in.

## A step from 0.30 to 0.60 mm/min

The parameters are round, rough values typical of silicon grown from a crucible:

- $T_m=1685$ K, $G=30$ K/cm and $L=12$ cm, so the outlet is at 1388 K.
- At melting, $C_V=8.0\times10^{14}$ and $C_I=6.5\times10^{14}$ cm⁻³; $D_V=4\times10^{-5}$ and $D_I=4\times10^{-4}$ cm²/s.
- Both formation energies are 4.0 eV. The migration energies are 0.45 eV for vacancies and 0.90 eV for interstitials.
- $k=4\pi r(D_V+D_I)$ with capture radius $r=0.5$ nm and no barrier.

At melting $k=2.76\times10^{-10}$ cm³/s, and hence

$$\tau=\frac1{2.76\times10^{-10}\times1.45\times10^{15}}\ \mathrm s\approx2.5\ \mu\mathrm s .$$

Transit through the window at the new rate takes 200 min. The calculation uses 300 cells and steps of 60 s; the largest $Vh/D_X$ is 1.94.

The decay length is $\ell=2.04$ cm, and the constant-diffusivity formula gives

$$V_c=\frac{(2.60-0.32)\times10^{11}}{2.04\times1.5\times10^{14}}\ \frac{\mathrm{cm}}{\mathrm s}=7.5\times10^{-4}\ \frac{\mathrm{cm}}{\mathrm s},$$

or 0.447 mm/min. With activated diffusivities, root finding on the steady outlet balance gives 0.435 mm/min, 3% lower. The step therefore crosses from the interstitial side to the vacancy side. The steady outlet balance changes from $-5.46\times10^{13}$ to $+3.70\times10^{13}$ cm⁻³.

A finer grid lowers these outlet values, and those in the table, by less than $0.01\times10^{13}$ cm⁻³, so the last digit is uncertain by one unit. The change reaches the outlet gradually:

| Time after step (min) | Outlet $\Delta$ ($10^{13}$ cm⁻³) |
|---:|---:|
| 100 | −5.14 |
| 150 | −3.15 |
| 200 | 1.71 |
| 250 | 3.64 |
| 400 | 3.70 |

The sign changes before one transit time has passed, so some crystal that solidified before the step also reaches the outlet vacancy-rich. The reason is visible at $t=0$. Vacancies are in excess at the interface even during slow growth, and $\Delta$ first turns negative 2.22 cm behind it. After 120 min this zero lies at 8.17 cm, although the solid has moved 7.20 cm. Its lead over the material that was at the interface at the step has shrunk from 2.22 to 0.97 cm. Advection alone would have preserved the lead, and recombination cannot change $\Delta$, so diffusion caused the shrinkage.

The ledger over 400 min, in $10^{14}$ cm⁻², reads

$$6.305-(-3.185)=8.895-(-0.595)=9.490 .$$

The left side is the inventory change. The right side is inflow minus outflow; the outflow is negative because interstitial-rich crystal left first. The mismatch is $6\times10^{-15}$ of the total flux of both species through both ends. The four entries belong to this grid: refinement shifts them by up to 0.013, while the difference 9.490 stays.

The recombined amount can be found from the vacancy ledger, from the interstitial ledger and from the time integral of $kP\eta$. All three give $1.870\times10^{16}$ cm⁻². Its size is natural: advection alone brings in $10^{-3}\times8\times10^{14}\times24000=1.9\times10^{16}$ vacancies per cm², and most of them recombine as the crystal cools. The largest $|\eta|$ on this grid is $1.0\times10^{-5}$. The grid does not resolve a layer about $2\times10^{-4}$ cm wide at the outlet, where the zero diffusive fluxes meet a still falling $P$; resolved, $\eta$ there is about $2\times10^{-4}$ in the final state. Both values are far below 1, so the fast limit applies. A separate solution of that limit, on its own grid, differs by at most $6\times10^{10}$ cm⁻³ at 100 min, apart from the two cells next to the interface, which were not compared.

The effect of the time step was measured too. At 100 min, halving the step from 240 to 120 s changes $\Delta$ by $2.4\times10^{10}$ cm⁻³ on average. Halving it again changes $\Delta$ by $0.59\times10^{10}$ cm⁻³. The factor of four is that of a second-order method.

The lagged scheme, started from the same state with the same 60 s step, changes the inventory by only $2.0\times10^9$ cm⁻². Its own end fluxes supply $2.5\times10^{15}$ cm⁻². After 400 min its outlet balance is still $-5.46\times10^{13}$ cm⁻³, as if the pull rate had never changed. This is the freezing seen in the single cell.

## What a real crystal would change

The critical ratio in the model is $V/G=0.145$ mm²/(K min), in the rough range used for silicon. The fixed gradient is a strong assumption. Faster growth releases more latent heat. If the heat arriving from the melt stays the same, the solid must conduct the extra heat away. With a rough latent heat of $4\times10^3$ J/cm³ and conductivity of 0.2 W/(cm K),

$$\delta G=\frac{4\times10^3\times5\times10^{-4}}{0.2}=10\ \mathrm{K/cm}.$$

At 40 K/cm the steady outlet balance after the step is only about $0.4\times10^{13}$ cm⁻³, between one eighth and one ninth of the fixed-gradient result. At this gradient $Vh/D_V$ reaches 2.4 on 300 cells, above the bound of 2, but refinement changes the value by only about 2%. A pull-rate limit computed at fixed $G$ therefore holds only if the furnace keeps $G$ fixed. The timing is less of a concern: with thermal diffusivity $\alpha=0.1$ cm²/s, the settling time $4L^2/(\pi^2\alpha)$ is about 10 min, against a transit of 200 min. This covers only conduction within the 12 cm window; the melt and the heaters can respond more slowly.

Thermal stress matters because $V_c$ contains the small difference $C_V(0)-C_I(0)$. A stress of 10 MPa acting on 0.02 nm³, about one atomic volume, gives 1.25 meV. Suppose the stress lowers the vacancy formation energy by this amount and raises that of the interstitial equally. Each concentration at melting then changes by less than 1%, but the critical rate falls from 0.435 to 0.396 mm/min, or 9%. The sign and size depend on the stress state and on how the lattice relaxes around each defect, so this is a sensitivity estimate.

The lateral diffusion length $\sqrt{D_I\ell/V}$, at the old pull rate and the melting-point diffusivity, is 1.3 cm. This is a scale and not a limit: excess interstitials keep diffusing after the equilibrium concentrations have decayed, so during slow growth the side surface is felt a few times deeper. The axial model thus suits the central core of a crystal of 10 cm radius, but not a rim several centimetres wide. In the last cell after 400 min, vacancies exceed equilibrium by a factor of 16.5, a driving force of $k_BT\ln16.5=0.34$ eV per vacancy. On further cooling they can cluster into voids, which this model omits. The outlet balance is thus the supply available for clustering and does not give the number or size of the voids.
